# Erginsoy's Neutral-Donor Scattering Rate and Its Energy Window

## Part 1. From the donor Hamiltonian to the scattering rate

### The decision in a calculation

A transport code for a lightly doped semiconductor at low temperature needs a rate for carriers that collide with donors still holding their own electrons. The programmer must decide whether this rate can be entered as one number for all carrier energies or has to be tabulated. The one-number form is Erginsoy's rate,

$$
\frac1\tau=\frac{20\,N\hbar a_*}{m_*},\tag{1}
$$

where $N$ is the number of neutral donors per volume, $m_*$ the effective mass of the carrier and $a_*$ the Bohr radius of the donor. The mass in the denominator is the effective mass, because it comes from the carrier velocity.

Equation (1) rests on the approximation $\sigma\simeq20a_B/k$ for the s-wave cross section of an electron of wave number $k$ on a hydrogen atom, with $a_B$ the hydrogen Bohr radius. This is a fit over a limited interval of energy. With a tolerance of 10% relative to the constant 20, it holds between about 0.024 and 0.34 effective Rydbergs. Part 2 obtains these limits and shows that the momentum-relaxation rate, which also contains p waves, is larger than (1) over most of that interval.

### Model and units

The carrier has a single parabolic, isotropic band, $E=\hbar^2k^2/(2m_*)$. The donor is a fixed charge $+e$ in a medium of relative permittivity $\varepsilon$, with one electron of the same band bound to it in the 1s state. The short-range part of the donor potential is left out. Spins of carriers and donors are unpolarized. SI units are used until lengths are scaled.

The free carrier and the bound electron are identical particles, so the collision is a two-electron problem with the Hamiltonian

$$
H=-\frac{\hbar^2}{2m_*}(\nabla_1^2+\nabla_2^2)
-\frac{e^2}{4\pi\varepsilon_0\varepsilon}
\left(\frac1{r_1}+\frac1{r_2}-\frac1{r_{12}}\right).\tag{2}
$$

The two attractions to the donor charge are negative, and the repulsion between the electrons, at separation $r_{12}$, is positive.

### Scaling to hydrogen

Set $\mathbf r_i=a_*\mathbf x_i$. Each Laplacian acquires the factor $1/a_*^2$ and each inverse distance the factor $1/a_*$. The kinetic and Coulomb terms then carry the energies

$$
\frac{\hbar^2}{m_*a_*^2}\quad\text{(multiplying }-\tfrac12\nabla_x^2),
\qquad
\frac{e^2}{4\pi\varepsilon_0\varepsilon a_*}.
$$

They are equal if

$$
a_*=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{m_*e^2}
=\varepsilon\,\frac{m_e}{m_*}\,a_B.\tag{3}
$$

The second form follows because $a_B$ is the same expression with $\varepsilon=1$ and the free-electron mass $m_e$. Define the effective Rydberg $R_*=\hbar^2/(2m_*a_*^2)$. The common factor is $2R_*$, and

$$
H=2R_*\left[-\tfrac12\nabla_{x_1}^2-\tfrac12\nabla_{x_2}^2
-\frac1{x_1}-\frac1{x_2}+\frac1{x_{12}}\right].\tag{4}
$$

The bracket contains no material parameter. It is the Hamiltonian of an electron and a hydrogen atom with a fixed nucleus, in units of the Bohr radius and the hartree. Within the model (2), the donor problem is therefore the hydrogen problem with changed units.

The scaled wave number is $\kappa=ka_*$. From the definition of $R_*$,

$$
E=\frac{\hbar^2k^2}{2m_*}
=\frac{\hbar^2\kappa^2}{2m_*a_*^2}=\kappa^2R_*.\tag{5}
$$

To scale the cross section, consider the carrier far from the donor. Its wave is $e^{ikz}+f\,e^{ikr}/r$, where $f$ is the scattering amplitude and has the dimension of length. Since $kr=\kappa x$, the second term is $(f/a_*)e^{i\kappa x}/x$. The ratio $f/a_*$ is thus the dimensionless amplitude of the scaled problem. The cross section is the integral of $|f|^2$ over solid angle, so

$$
\sigma(k)=a_*^2\,s(\kappa),\tag{6}
$$

where $s(\kappa)$ is the electron-hydrogen cross section in units of $a_B^2$. The hydrogen fit $\sigma\simeq20a_B/k$ reads $s\simeq20/\kappa$ in these units. Equation (6) turns it into $20a_*^2/(ka_*)=20a_*/k$ for the donor.

### Phase shifts and spin weights

The incident plane wave is a sum of partial waves,

$$
e^{i\kappa z}=\sum_l(2l+1)i^lj_l(\kappa x)P_l(\cos\theta),
$$

with spherical Bessel functions $j_l$ and Legendre polynomials $P_l$. Far away,

$$
i^lj_l\to\frac{e^{i\kappa x}-(-1)^le^{-i\kappa x}}{2i\kappa x}.
$$

Elastic scattering from a spherically symmetric target leaves the incoming part unchanged and multiplies the outgoing part by a factor of modulus one, written $e^{2i\delta_l}$. The added outgoing wave contains $(e^{2i\delta_l}-1)/(2i)=e^{i\delta_l}\sin\delta_l$, so the scaled amplitude is

$$
\frac f{a_*}=\frac1\kappa\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta).\tag{7}
$$

The two-electron wave function is antisymmetric under exchange of space and spin together. A spin singlet has a symmetric spatial function and a triplet an antisymmetric one. The two cases have different phase shifts, and because (2) does not act on spin, they do not mix.

Their weights follow from the four equally likely spin pairs. The pairs $\uparrow\uparrow$ and $\downarrow\downarrow$ are triplets and scatter with $|f_t|^2$. Each of the other two is an equal-weight superposition of the singlet and one triplet state. These are orthogonal, so the sum over final spins gives $\frac12|f_s|^2+\frac12|f_t|^2$. The average over all four pairs is

$$
\frac14\left[2|f_t|^2+2\left(\tfrac12|f_s|^2+\tfrac12|f_t|^2\right)\right]
=\tfrac14|f_s|^2+\tfrac34|f_t|^2.\tag{8}
$$

For s waves alone, (7) gives $|f/a_*|^2=\sin^2\delta_0/\kappa^2$ in every direction. Multiplication by $4\pi$ and use of (8) give

$$
s_0(\kappa)=\frac{\pi}{\kappa^2}
\left(\sin^2\delta_0^s+3\sin^2\delta_0^t\right).\tag{9}
$$

### From cross section to relaxation rate

Let $g(\mathbf k)$ be the occupation of a carrier state, equal for both spins. A weak force along $z$ adds to the equilibrium occupation $g_0(E)$ a small part $k_z h(k)$. Elastic collisions with donors at random positions change the occupation at the rate

$$
\left.\frac{\partial g}{\partial t}\right|_{\rm coll}
=Nv\int\frac{d\sigma}{d\Omega}\left[g(\mathbf k')-g(\mathbf k)\right]d\Omega,
\qquad v=\frac{\hbar k}{m_*}.
$$

The Pauli factors cancel, because $g'(1-g)-g(1-g')=g'-g$. The equilibrium part also cancels, since $k'=k$. What remains is $h(k)(k'_z-k_z)$. For a scattering angle $\theta$, the component of $\mathbf k'$ along $\mathbf k$ is $k\cos\theta$, and the perpendicular component averages to zero over the azimuth. The mean of $k'_z$ is therefore $k_z\cos\theta$, and the rate of change is $-(1/\tau)k_zh$ with

$$
\frac1\tau=Nv\sigma_m,\qquad
\sigma_m=\int\frac{d\sigma}{d\Omega}(1-\cos\theta)\,d\Omega.\tag{10}
$$

The momentum-transfer cross section $\sigma_m$ gives little weight to small deflections. For s waves alone $d\sigma/d\Omega$ is isotropic, the cosine integrates to zero, and $\sigma_m=\sigma$.

Insert $\sigma_m=a_*^2s_m(\kappa)$ and $v=\hbar\kappa/(m_*a_*)$:

$$
\frac1\tau=N\,\frac{\hbar\kappa}{m_*a_*}\,a_*^2s_m
=\frac{N\hbar a_*}{m_*}\,G_m(\kappa),
\qquad G_m=\kappa s_m.\tag{11}
$$

The prefactor contains the material, and the dimensionless $G_m$ contains the collision. Keeping s waves replaces $G_m$ by $G_0=\kappa s_0$. With $s_0\simeq20/\kappa$ one has $G_0\simeq20$, and (11) becomes (1). The energy drops out because the velocity grows as $k$ while the fitted cross section falls as $1/k$. The rate is as constant in energy as the function $G_0$ is.

With (3), the dependence on the material parameters is explicit:

$$
\frac1\tau=\frac{80\pi\varepsilon_0\varepsilon\hbar^3N}{m_*^2e^2}.\tag{12}
$$

One power of $1/m_*$ comes from the size of the donor and the other from the velocity. Lighter carriers are scattered more often by the same number of donors.

### Mobility

In a steady state with force $\mathcal F$ along $z$, the drift term $(\mathcal F/\hbar)\partial g_0/\partial k_z=\mathcal Fv_zg_0'(E)$ balances the collision term, so the change in occupation is $-\tau\mathcal Fv_zg_0'$. The drift velocity is the sum of $v_z$ times this change, divided by the sum of $g_0$. Angular averaging replaces $v_z^2$ by $v^2/3=2E/(3m_*)$, and the density of states is proportional to $E^{1/2}$:

$$
v_d=\frac{2\mathcal F}{3m_*}\,
\frac{\int\tau E^{3/2}(-g_0')\,dE}{\int E^{1/2}g_0\,dE}.
$$

Integration by parts turns the denominator into $\frac23\int E^{3/2}(-g_0')\,dE$. With $\mathcal F=eF$ for a field of strength $F$, the mobility $\mu=v_d/F$ is

$$
\mu=\frac e{m_*}\,
\frac{\int\tau E^{3/2}(-g_0')\,dE}{\int E^{3/2}(-g_0')\,dE}.\tag{13}
$$

If $\tau$ is the constant (1), it leaves the integral, and

$$
\mu=\frac{e\tau}{m_*}=\frac{e}{20N\hbar a_*}.\tag{14}
$$

This value depends on temperature through the number of neutral donors alone. If other independent elastic mechanisms act, their collision terms have the same form as the one that led to (10), so their relaxation rates are added at each energy before (13) is evaluated. The derivation used $k'=k$ and does not cover inelastic collisions such as optical-phonon scattering.

### A numerical case

Take the round model parameters $m_*=0.2\,m_e$, $\varepsilon=12$ and $N=10^{16}\ \mathrm{cm^{-3}}$. Equation (3) gives $a_*=(12/0.2)a_B=60a_B=3.175$ nm, and the effective Rydberg is $R_*=18.90$ meV.

The density is $10^{-5}\ \mathrm{nm^{-3}}$, so

$$
Na_*^3=10^{-5}\times(3.175)^3=3.20\times10^{-4}.
$$

The rate can be found from these numbers. The definition of $R_*$ gives $\hbar^2/m_*=2R_*a_*^2$, so (1) is equivalent to

$$
\frac\hbar\tau=20Na_*\frac{\hbar^2}{m_*}=40\,Na_*^3R_*.\tag{15}
$$

Its value is $40\times3.20\times10^{-4}\times18.90=0.242$ meV. Division by $\hbar$ gives $1/\tau=3.68\times10^{11}\ \mathrm{s^{-1}}$, or $\tau=2.72$ ps. The mobility from (14) is $2.39\times10^4\ \mathrm{cm^2/(V\,s)}$. Had the free mass been put in the denominator of (1) with the correct $a_*$, the rate would have come out five times too small.

## Part 2. Where the constant rate holds

### Quantities taken from Part 1

The donor radius is $a_*$, the effective Rydberg $R_*$, and $\kappa=ka_*$, so that $E=\kappa^2R_*$. The rate is $1/\tau=(N\hbar a_*/m_*)G$, with $N$ the density of neutral donors. The s-wave coefficient is

$$
G_0=\frac\pi\kappa\left(\sin^2\delta_0^s+3\sin^2\delta_0^t\right),\tag{16}
$$

where $s$ and $t$ denote singlet and triplet. Erginsoy's rate sets $G_0=20$. Momentum relaxation uses $G_m=\kappa s_m$, where $s_m$ is the momentum-transfer cross section in units of $a_*^2$. Lengths below are in units of $a_*$ and energies in effective hartrees, $2R_*$. The numbers apply equally to hydrogen.

### How the phase shifts are obtained

Space is divided at radius $X=20$. Inside, both electrons are treated together. Outside, one electron remains in the 1s state and the other moves in the potential of the polarized donor.

For a radial function $u$, defined as $x$ times the radial wave function, the kinetic energy alone is not Hermitian on a finite interval. Integration by parts shows what is missing:

$$
-\frac12\int_0^Xwu''dx+\frac12w(X)u'(X)=\frac12\int_0^Xw'u'dx.
$$

The right side is symmetric in $w$ and $u$. Let $\tilde H$ be $H$ with this surface term added for each electron, and let $\Psi_n$, $E_n$ be its normalized antisymmetric eigenstates and energies. A scattering state obeys $(H-E_{\rm tot})\Psi=0$, so $(\tilde H-E_{\rm tot})\Psi$ equals the surface terms acting on $\Psi$. Here $E_{\rm tot}=-\frac12+\frac12\kappa^2$.

Let $u(x)$ and $u_n(x)$ be the projections of $\Psi$ and $\Psi_n$ on a 1s state for one electron. At the surface, the derivatives of all other channels are set to zero, since those channels are closed and small there. The two electrons contribute equally, and twice the factor $\frac12$ is one. Projection on $\Psi_n$ gives

$$
(E_n-E_{\rm tot})\langle\Psi_n|\Psi\rangle=u_n(X)u'(X).
$$

Expanding $u(X)=\sum_nu_n(X)\langle\Psi_n|\Psi\rangle$ then yields

$$
\frac{u(X)}{u'(X)}=\sum_n\frac{u_n(X)^2}{E_n-E_{\rm tot}}.\tag{17}
$$

The eigenstates were found by matrix diagonalization. The radial functions were piecewise polynomials on a finite-element grid, and in each product at least one electron occupied one of six compact functions $x^{l+1+j}e^{-x}$, $j=0,\dots,5$. Total angular momentum zero used the one-electron pairs $(l_1,l_2)=(0,0),(1,1),(2,2),(3,3)$. Total angular momentum one used $(0,1),(1,2),(2,3)$.

Outside, the distant electron produces a field $F=1/x^2$ at the donor. This lowers the donor energy by $\frac12\alpha F^2$, with $\alpha$ the polarizability. To find $\alpha$, add $Fz$ to the one-electron Hamiltonian and write the first-order change of the 1s function $\phi$ as $q\phi$. Since $\nabla\phi=-\hat{\mathbf x}\phi$, it must satisfy

$$
-\tfrac12\nabla^2q+\frac{\partial q}{\partial x}=-Fz.
$$

The solution is $q=-F\cos\theta\,(x+x^2/2)$: its two terms on the left are $F\cos\theta$ and $-F\cos\theta\,(1+x)$. The second-order energy is

$$
\langle\phi|Fz\,q|\phi\rangle
=-F^2\left(\tfrac13\langle x^2\rangle+\tfrac16\langle x^3\rangle\right)
=-F^2\left(1+\tfrac54\right),
$$

using the 1s averages $\langle x^2\rangle=3$ and $\langle x^3\rangle=\frac{15}2$. Hence $\alpha=\frac92$. To leading order at large distance, the outer electron obeys

$$
u''=\left[\frac{l(l+1)}{x^2}-\frac\alpha{x^4}-\kappa^2\right]u.\tag{18}
$$

This equation was integrated numerically outward from (17) and matched to free waves, which gives $\delta_0$ and $\delta_1$.

### The calculated coefficients

The second and third columns are the singlet and triplet terms of (16). The last column is derived below. The entries are uncertain by about 0.1, because the basis stops at $l=3$ and the higher phases are estimated. A basis with explicit $x_{12}$ dependence and directly calculated d and f phases give $G_0=20.1$ at $\kappa=0.2$, and $G_m=7.4$, 22.1 and 19.0 at $\kappa=0.05$, 0.2 and 0.7. The window found below does not move.

| $\kappa$ | Singlet | Triplet | $G_0$ | $G_m$ |
|---|---|---|---|---|
| 0.05 | 5.5 | 1.8 | 7.3 | 7.5 |
| 0.10 | 9.7 | 3.8 | 13.5 | 14.1 |
| 0.20 | 12.2 | 8.0 | 20.2 | 22.2 |
| 0.30 | 10.3 | 11.3 | 21.6 | 25.5 |
| 0.40 | 7.7 | 13.2 | 20.9 | 26.4 |
| 0.50 | 5.5 | 14.0 | 19.4 | 25.2 |
| 0.60 | 3.9 | 13.7 | 17.6 | 22.4 |
| 0.70 | 2.9 | 12.9 | 15.8 | 18.9 |

At $\kappa=0.3$, for instance, the phases are $\delta_0^s=1.695$ and $\delta_0^t=2.500$. Then (16) gives $(\pi/0.3)(0.985+3\times0.358)=21.6$.

The number 20 describes a broad maximum of $G_0$. Between $\kappa=0.2$ and $0.5$ the singlet term falls from 12.2 to 5.5 while the triplet term rises from 8.0 to 14.0, and the sum changes little.

### The lower limit

At zero energy and $l=0$, put $u=xw(t)$ with $t=\sqrt\alpha/x$ in (18). Then $u'=w-t\,dw/dt$ and $u''=(t^2/x)\,d^2w/dt^2$, while the right side is $-(t^2/x)w$. So $w$ is a combination of $\cos t$ and $\sin t$, and

$$
u=x\left[A\cos\frac{\sqrt\alpha}x+B\sin\frac{\sqrt\alpha}x\right]
\to Ax+B\sqrt\alpha .
$$

The intercept of this line defines the scattering length $a=-B\sqrt\alpha/A$. Matching to (17) at $\kappa=0$ gives $a_s=5.98$ and $a_t=1.77$. The singlet value is not converged in its last digit: a basis with explicit $x_{12}$ dependence gives $a_s=5.96$, which lowers the coefficient 142 below to 141.

For small $\kappa$ the outer wave $\sin(\kappa x+\delta_0)$ must reduce to a multiple of $x-a$. This requires $\tan\delta_0\to-\kappa a$, hence $\sin^2\delta_0\to\kappa^2a^2$. Equation (9) gives

$$
s_0(0)=\pi(a_s^2+3a_t^2)=142,
\qquad G_0\to142\,\kappa.\tag{19}
$$

The cross section tends to a constant instead of growing as $1/k$, and the rate falls in proportion to the carrier speed. At $\kappa=0.05$ the s-wave rate is $7.3/20$, about 0.36 of Erginsoy's value.

The large $a_s$ is tied to a weakly bound singlet state of two electrons on one donor. The lowest singlet eigenvalue inside the sphere lies 0.0276 effective hartree below the 1s energy in this basis; the converged binding is 0.02775. Outside the donor its wave decays as $e^{-\kappa_bx}$, with $\kappa_b=\sqrt{2\times0.0276}=0.235$. Suppose that at low energy

$$
\kappa\cot\delta_0^s\simeq-\frac1{a_s}+\frac12r_e\kappa^2,\tag{20}
$$

which neglects terms produced by the long polarization tail. The left side is the logarithmic derivative of the outer wave extrapolated to $x=0$. For the bound state this is $-\kappa_b$, and $\kappa^2$ becomes $-\kappa_b^2$. Therefore

$$
\frac1{a_s}=\kappa_b-\frac12r_e\kappa_b^2.
$$

Weak binding means small $\kappa_b$ and thus a large scattering length. The calculated $a_s$ and $\kappa_b$ fix $r_e=2.45$. Equation (20) then predicts $\delta_0^s=2.10$ at $\kappa=0.2$, while the direct solution gives 2.07. In this comparison $a_s$ is an input and only $r_e$ comes from the bound state. At the one energy tested, the two phases differ by 0.04 rad. With the converged binding and $a_s$, $\kappa_b$ becomes 0.236 and the predicted phase 2.11, while $r_e$ and the difference of 0.04 rad are unchanged.

### The upper limit

No sine squared exceeds one, so (16) implies

$$
G_0\le\frac{4\pi}\kappa .\tag{21}
$$

The bound falls below 20 at $\kappa=4\pi/20=0.63$, which is $E=0.39R_*$. Above that energy an s-wave coefficient of 20 would violate flux conservation. The calculated $G_0$ lies below the bound and leaves the plateau somewhat earlier.

### The energy window

Require $G_0$ to stay within 10% of 20. The calculated curve crosses 18 at $\kappa=0.154$ and $\kappa=0.580$. Between these points its largest value, found on a grid of 21 points, is 21.6, which is within the tolerance. With $E=\kappa^2R_*$, the window is

$$
0.024\,R_*\lesssim E\lesssim0.34\,R_*.\tag{22}
$$

At $E=R_*/4$, which is $\kappa=0.5$, $G_0$ is 19.4, or 3% below 20. A condition $E\lesssim R_*/4$ alone would therefore respect the upper edge but omit the lower one. For the donor of Part 1, with $R_*=18.90$ meV, the window runs from 0.45 to 6.4 meV.

### What p waves add

The window (22) concerns the s-wave coefficient. For momentum relaxation the partial waves interfere, and $s_m$ follows from (7) and (10). Write $A_l=e^{i\delta_l}\sin\delta_l$. The integral of $P_lP_{l'}$ over solid angle is $4\pi/(2l+1)$ for $l=l'$ and zero otherwise, so the total cross section is

$$
\frac{4\pi}{\kappa^2}\sum_l(2l+1)|A_l|^2
=\frac{4\pi}{\kappa^2}\sum_l(l+1)\left(|A_l|^2+|A_{l+1}|^2\right).
$$

The second form splits $2l+1$ into $l+1$ and $l$ and shifts the index of the second part. For the cosine term, use $(2l+1)\cos\theta P_l=(l+1)P_{l+1}+lP_{l-1}$. It couples neighbouring waves and contributes

$$
\frac{4\pi}{\kappa^2}\sum_l(l+1)\,2\,{\rm Re}(A_lA_{l+1}^*).
$$

The difference contains $|A_l-A_{l+1}|^2$. Since $A_l=(e^{2i\delta_l}-1)/(2i)$, this equals $|e^{2i\delta_l}-e^{2i\delta_{l+1}}|^2/4=\sin^2(\delta_l-\delta_{l+1})$. With the spin weights,

$$
G_m=\frac{4\pi}\kappa\sum_l(l+1)
\left[\tfrac14\sin^2(\delta_l^s-\delta_{l+1}^s)
+\tfrac34\sin^2(\delta_l^t-\delta_{l+1}^t)\right].\tag{23}
$$

For $l=2$ and 3 the centrifugal barrier keeps slow electrons away from the donor, and the phases can be estimated to first order in the polarization potential. Let $v=\kappa xj_l(\kappa x)$ be the free wave. Combining its equation with (18) gives $(u'v-v'u)'=-\alpha uv/x^4$. At infinity $u'v-v'u=-\kappa\sin\delta_l$. Replacing $u$ by $v$ and setting $y=\kappa x$,

$$
\delta_l\simeq\alpha\kappa^2\int_0^\infty\frac{j_l(y)^2}{y^2}dy
=\frac{\pi\alpha\kappa^2}{(2l-1)(2l+1)(2l+3)}.\tag{24}
$$

The integral is found in two steps. First, $j_l(y)$ is $\frac12i^{-l}\int_{-1}^1e^{iy\eta}P_l(\eta)d\eta$, so Parseval's theorem gives $\int_0^\infty j_l^2dy=\pi/[2(2l+1)]$. Second, $W=(yj_l)^2$ obeys $W'''=4QW'+2Q'W$ with $Q=l(l+1)/y^2-1$. Multiplying by $1/y$ and integrating by parts gives

$$
[8l(l+1)-6]\int_0^\infty\frac W{y^4}dy=4\int_0^\infty\frac W{y^2}dy .
$$

The bracket is $2(2l-1)(2l+3)$, which leads to (24). Equation (24) leaves out exchange and short-range forces. Near $\kappa=0.7$ it overestimates the d phases by about 25% (singlet) and 18% (triplet), which makes the tabulated $G_m$ about 0.6% low; the error is smaller at lower energies. Phases with $l\ge4$ are set to zero; including them through (24) lowers $G_m$ by about 0.1% at $\kappa=0.7$.

At $\kappa=0.4$ the triplet phases are $\delta_0=2.294$ and $\delta_1=0.187$. The s-wave formula uses $\sin^2(2.294)=0.56$, whereas (23) uses $\sin^2(2.107)=0.74$. The phase difference exceeds $\pi/2$, so ${\rm Re}(A_0A_1^*)=\sin\delta_0\sin\delta_1\cos(\delta_0-\delta_1)$ is negative. The interference favours backward scattering, which relaxes momentum more effectively. The singlet p phase is 0.009 and changes little.

The result is $G_m=26.4$, or 32% above 20. Starting from the s-wave value 20.9, the cross section of the higher waves adds about 2.5 and the interference about 2.9. In the example this energy is $0.16R_*=3.0$ meV. Erginsoy's rate is $3.68\times10^{11}\ \mathrm{s^{-1}}$, the calculated s-wave rate is $3.84\times10^{11}\ \mathrm{s^{-1}}$, and the momentum-relaxation rate is $4.84\times10^{11}\ \mathrm{s^{-1}}$.

### Use in a code

For momentum relaxation, interpolate the $G_m$ column at $\kappa=\sqrt{E/R_*}$ and multiply by $N\hbar a_*/m_*$. The table is coarse where the curve bends: linear interpolation at $\kappa=0.15$ is about 4% low. It ends at $\kappa=0.7$, or $0.49R_*$, and higher energies are not covered here. As $\kappa\to0$ the p phases vanish faster than the s phases, so $G_m$ approaches the line $142\kappa$ of (19). At $\kappa=0.05$ that line gives 7.1 against the tabulated 7.5, so just below the table it is about 5% low. If a constant is required, 24 reproduces the tabulated $G_m$ from $\kappa=0.2$ to 0.6 within 10% of 24. The value 20 keeps the conventional s-wave rate.

The density sets a further condition. Adding independent collisions requires a mean free path $\ell=1/(N\sigma)$ much longer than $1/k$. With $\sigma=20a_*/k$,

$$
k\ell=\frac{k^2}{20Na_*}=\frac{\kappa^2}{20Na_*^3}\gg1.\tag{25}
$$

For $Na_*^3=3.20\times10^{-4}$, $k\ell$ is 3.7 at the lower edge of the window and 53 at the upper edge. The lower edge is therefore marginal in this example. Requiring $k\ell\ge10$ moves it to $\kappa^2=200Na_*^3=0.064$, or 1.2 meV. These estimates use the fitted cross section; the calculated total cross section, with p waves, raises $k\ell$ by about 10% at the lower edge, lowers it by about 14% at the upper edge, and moves the point $k\ell=10$ to $\kappa^2\approx0.071$.

The elastic treatment ends at $E=\frac34R_*$, here 14.2 meV, where a carrier can lift the donor electron from $n=1$ to $n=2$. Several valleys, an anisotropic mass or a strong short-range donor potential change (2), and the coefficients must then be recalculated. Ionized donors scatter through a long-range Coulomb field and need a separate rate; they are not counted in $N$.
